# Saturated gate-source capacitance of a long MOS transistor, derived two ways, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the total charge in the channel

### Definitions and conventions

The device is an n-channel MOS transistor of width \(W\) and length \(L\) on a uniformly doped p-type substrate. The potentials \(V_G\), \(V_S\) and \(V_D\) of gate, source and drain are measured from the neutral bulk. The coordinate \(x\) runs from the source, \(x=0\), to the drain, \(x=L\). The oxide capacitance per area is \(C_{ox}\), and the total oxide capacitance is \(C_{OX}=WLC_{ox}\). The thermal voltage is \(U_T=kT/e\), where \(e\) is the positive elementary charge.

At each \(x\) the surface potential is \(\psi\). The inversion charge per area is \(Q_i\), which is negative because it consists of electrons. The channel voltage \(V\) is the electron quasi-Fermi level expressed as a voltage; it equals \(V_S\) at the source and \(V_D\) at the drain. The current \(I\) is positive when conventional current enters the drain.

The intrinsic gate-source capacitance is

\[
C_{gs}=-\left.\frac{\partial Q_G}{\partial V_S}\right|_{V_G,V_D,V_B},
\]

where \(Q_G\) is the total gate charge over the channel. The minus sign makes the capacitance positive: raising the source potential removes electrons from the channel, and the gate then carries less positive charge. The derivative is quasi-static, meaning that the channel reaches its new steady state after the source voltage has moved. Overlap and fringe capacitances are excluded.

The normalized inversion charge is

\[
q=\frac{-Q_i}{2nC_{ox}U_T},
\]

with \(n\) the slope factor defined below. Its values at source and drain are \(q_s\) and \(q_d\). Saturation means the limit \(q_d\to0\) at fixed \(q_s\). The result to be derived is

\[
\frac{C_{gs}}{C_{OX}}=\frac{q_s(2q_s+3)}{3(q_s+1)^2}.
\]

### Electrostatics across the channel

In the gradual-channel approximation the field along \(x\) changes so slowly that Poisson's equation can be solved across the depth at each \(x\) separately. The inversion layer is treated as a sheet without thickness. Gauss's law then gives the gate charge per area,

\[
Q_g=C_{ox}(V_G-V_{FB}-\psi),
\]

apart from a constant due to fixed oxide charge, which drops out of the capacitance. Here \(V_{FB}\) is the flat-band voltage. The depleted acceptors under the sheet carry a charge \(-\gamma C_{ox}\sqrt{\psi}\) per area, where \(\gamma=\sqrt{2e\epsilon_{si}N_A}/C_{ox}\), \(N_A\) is the doping and \(\epsilon_{si}\) is the permittivity of silicon. This square root is the usual depletion result: a layer of depth \(d\) drops the potential \(eN_Ad^2/(2\epsilon_{si})\) and holds the charge \(-eN_Ad\). Charge neutrality leaves for the electrons

\[
\frac{-Q_i}{C_{ox}}=V_G-V_{FB}-\psi-\gamma\sqrt{\psi}.
\]

At fixed \(V_G\) this charge falls as \(\psi\) rises, and it vanishes at the pinch-off potential \(\psi_p\). With \(\sqrt{\psi_p}\) as the unknown, the condition is a quadratic equation whose positive root is

\[
\sqrt{\psi_p}=-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+V_G-V_{FB}}.
\]

The compact model replaces the curve by its tangent at \(\psi_p\). The derivative of the right side with respect to \(\psi\) is \(-(1+\gamma/(2\sqrt\psi))\), so

\[
-Q_i=nC_{ox}(\psi_p-\psi),\qquad n=1+\frac{\gamma}{2\sqrt{\psi_p}}.
\]

Both \(n\) and \(\psi_p\) depend on \(V_G\), but neither depends on \(x\), \(V_S\) or \(V_D\). Inserting the definition of \(q\) gives

\[
\psi=\psi_p-2U_Tq,\qquad d\psi=-2U_T\,dq .
\]

The slope factor has cancelled. The gate charge per area becomes \(C_{ox}(V_G-V_{FB}-\psi_p+2U_Tq)\), and integration over the channel area gives

\[
Q_G=C_{OX}\left(V_G-V_{FB}-\psi_p+2U_T\bar q\right),\qquad
\bar q=\frac1L\int_0^Lq\,dx .
\]

When only the source voltage changes, everything in the bracket except \(\bar q\) is constant. Therefore

\[
\frac{C_{gs}}{C_{OX}}=-2U_T\frac{\partial\bar q}{\partial V_S}.
\]

The gate charge changes by less than the inversion charge. In absolute value, the inversion charge changes by \(2nC_{OX}U_T\,\delta\bar q\) and the gate charge by \(2C_{OX}U_T\,\delta\bar q\). The depletion charge supplies the difference.

### Current and the source boundary

The electron current has a drift part and a diffusion part. With a prime for \(d/dx\), and with the Einstein relation \(D=\mu U_T\) between diffusion coefficient and mobility,

\[
I=\mu W\left[(-Q_i)\psi'-U_T(-Q_i)'\right].
\]

The signs follow from the current convention. A potential that rises toward the drain pulls electrons there and gives a positive \(I\). An electron density that falls toward the drain makes electrons diffuse there, and this also gives a positive \(I\). Substitution of \(-Q_i=2nC_{ox}U_Tq\) and \(\psi'=-2U_Tq'\) yields

\[
I=-2n\mu WC_{ox}U_T^2(2q+1)q' .
\]

The term \(2q\) is drift and the term \(1\) is diffusion. The two are equal at \(q=1/2\).

The same current can be written with the quasi-Fermi level, \(I=\mu W(-Q_i)V'\). Equating the two forms gives \(qV'=-U_T(2q+1)q'\), or

\[
dV=-U_T\left(2+\frac1q\right)dq .
\]

At fixed \(V_G\) the local charge is a function of the local \(V\) alone, and it is the same function at every position and for every source bias. The relation therefore also describes a change of the source voltage:

\[
\frac{\partial q_s}{\partial V_S}=-\frac{q_s}{U_T(2q_s+1)} .
\]

For the same reason \(q_d\) stays fixed when \(V_G\) and \(V_D\) are fixed.

### The average charge

In the steady state \(I\) does not depend on \(x\). Take the mobility as constant and define the normalized current

\[
i=\frac{I}{2n\mu C_{ox}(W/L)U_T^2},\qquad \xi=\frac xL .
\]

The current equation becomes \(i\,d\xi=-(2q+1)\,dq\). Integration from \(\xi=0\), \(q=q_s\) to \(\xi=1\), \(q=q_d\) gives

\[
i=q_s^2+q_s-q_d^2-q_d=(q_s-q_d)(q_s+q_d+1).
\]

The same substitution turns the average over position into an integral over charge. The minus sign reverses the limits:

\[
\bar q=\frac1i\int_{q_d}^{q_s}q(2q+1)\,dq
=\frac{\tfrac23(q_s^3-q_d^3)+\tfrac12(q_s^2-q_d^2)}{(q_s-q_d)(q_s+q_d+1)} .
\]

The factor \(q_s-q_d\) divides out of both terms of the numerator. Multiplying numerator and denominator by 6 leaves

\[
\bar q=\frac{4(q_s^2+q_sq_d+q_d^2)+3(q_s+q_d)}{6(q_s+q_d+1)} .
\]

### The derivative

Write \(N\) for the numerator of \(\bar q\) and \(S=q_s+q_d+1\), so that \(\bar q=N/(6S)\). At fixed \(q_d\), \(\partial N/\partial q_s=8q_s+4q_d+3\) and \(\partial S/\partial q_s=1\). The quotient rule requires

\[
(8q_s+4q_d+3)S-N .
\]

The first product expands to

\[
8q_s^2+12q_sq_d+4q_d^2+11q_s+7q_d+3 .
\]

Subtracting \(N\) leaves

\[
4q_s^2+8q_sq_d+8q_s+4q_d+3=(2q_s+1)(2q_s+4q_d+3),
\]

and hence

\[
\frac{\partial\bar q}{\partial q_s}=\frac{(2q_s+1)(2q_s+4q_d+3)}{6(q_s+q_d+1)^2}.
\]

The chain rule multiplies this by \(\partial q_s/\partial V_S\). The factor \(2q_s+1\) cancels, the two minus signs cancel, and \(U_T\) cancels:

\[
\frac{C_{gs}}{C_{OX}}=\frac{q_s(2q_s+4q_d+3)}{3(q_s+q_d+1)^2}.
\]

Setting \(q_d=0\) gives the stated result,

\[
\frac{C_{gs}}{C_{OX}}=\frac{q_s(2q_s+3)}{3(q_s+1)^2}.
\]

This was compared with a direct numerical evaluation of the definition, in which the charge was integrated over the channel voltage and the source voltage was then shifted. The saturated cases were \(q_s=0.01\), 0.1, 0.5, 1, 3, 10 and 40. The unsaturated pairs \((q_s,q_d)\) were \((5,1.5)\), \((1,0.3)\) and \((10,7)\). The largest difference relative to the formula was \(1.5\times10^{-7}\).

### Limits and the approach to saturation

For small \(q_s\), \((1+q_s)^{-2}\approx1-2q_s\), so the ratio is \((q_s+\tfrac23q_s^2)(1-2q_s)\approx q_s-\tfrac43q_s^2\). In weak inversion the capacitance is thus proportional to the electron charge at the source.

For large \(q_s\), put \(u=q_s+1\). The numerator \(2q_s^2+3q_s\) becomes \(2u^2-u-1\), and

\[
\frac{C_{gs}}{C_{OX}}=\frac23-\frac1{3u}-\frac1{3u^2}.
\]

The ratio rises to the plateau \(2/3\), with a leading deficit of \(1/(3q_s)\).

In saturation \(i=q_s^2+q_s\). Replacing \(q_s^2\) by \(i-q_s\) in numerator and denominator gives

\[
\frac{C_{gs}}{C_{OX}}=\frac{2i+q_s}{3(i+q_s+1)} .
\]

At \(i=1\) this is \((2+q_s)/[3(2+q_s)]=1/3\), half of the plateau. The source charge there is \(q_s=(\sqrt5-1)/2\approx0.618\).

A small drain charge lowers the result. The logarithmic derivative of the general formula with respect to \(q_d\), taken at \(q_d=0\), is

\[
\frac4{2q_s+3}-\frac2{q_s+1}=-\frac2{(2q_s+3)(q_s+1)},
\]

so the relative correction to first order is \(-2q_d/[(2q_s+3)(q_s+1)]\).

### A worked bias point

Take rough parameters for a long transistor in a technology with a 10 nm gate oxide: \(N_A=10^{17}\ \text{cm}^{-3}\), \(W=10\ \mu\text{m}\), \(L=5\ \mu\text{m}\) and 300 K. The bias is \(V_G=0.70\) V, \(V_S=0\) and \(V_D=2.0\) V. Then \(U_T=25.852\) mV, \(C_{OX}=172.66\) fF, \(\gamma=0.5276\ \text{V}^{1/2}\) and \(V_{FB}=-0.9767\) V. The flat-band voltage is that of an n\(^+\) silicon gate without oxide charge, \(V_{FB}=-(0.56\ \text{V}+\phi_F)\), where 0.56 V is about half the band gap and \(\phi_F=0.4167\) V is the bulk potential calculated below.

Since \(V_G-V_{FB}=1.6767\) V, the quadratic solution gives \(\sqrt{\psi_p}=1.0577\ \text{V}^{1/2}\). Hence \(\psi_p\approx1.119\) V and \(n=1+0.5276/(2\times1.0577)=1.2494\).

The source surface potential requires the electron density. With Boltzmann statistics the density at potential \(\phi\) is \(N_A\exp[(\phi-2\phi_F-V)/U_T]\), where \(\phi_F=U_T\ln(N_A/n_i)=0.4167\) V for an assumed intrinsic density \(n_i=10^{10}\ \text{cm}^{-3}\). Integrating Poisson's equation once across the depth, with small terms of order \(U_T\) from the depletion edge dropped, gives

\[
(V_G-V_{FB}-\psi)^2=\gamma^2\left[\psi+U_Te^{(\psi-2\phi_F-V)/U_T}\right].
\]

At \(V=0\) its solution is \(\psi=0.9297\) V. The source charge follows as

\[
\frac{-Q_i}{C_{ox}}=1.6767-0.9297-0.5276\sqrt{0.9297}\approx0.2382\ \text{V},
\]

\[
q_s=\frac{0.2382}{2\times1.2494\times0.025852}\approx3.69 .
\]

The capacitance ratio is

\[
\frac{3.6875\times10.375}{3\times4.6875^2}=0.580,
\]

and \(C_{gs}=0.5804\times172.66\ \text{fF}\approx100\) fF. Raising the source by 1 mV thus removes about 0.1 fC from the gate. The source charge is less accurate than its digits suggest. A classical solution of Poisson's equation that keeps the holes at the depletion edge and the finite thickness of the layer gives \(-Q_i/C_{ox}\approx0.248\) V and \(q_s\approx3.84\), about 4 % more. The formula then gives 0.5835, a change of only 0.5 %.

Integrating \(dV\) along the channel gives \(V_{DS}=U_T[2(q_s-q_d)+\ln(q_s/q_d)]\). At this source charge, \(C_{gs}\) lies 1 % below its saturated value when \(q_d=0.215\), which corresponds to \(V_{DS}=0.253\) V. The drain bias of 2.0 V is far beyond this point.

## Second derivation: the local response, and a comparison

### What is carried over

The symbols keep their meaning: \(q=-Q_i/(2nC_{ox}U_T)\) is the normalized inversion charge, with values \(q_s\) at the source and \(q_d\) at the drain, \(\xi=x/L\) is the position, \(V\) is the channel voltage and \(U_T\) is the thermal voltage. Two results of the electrostatics are used again, both for fixed \(V_G\). The surface potential is \(\psi=\psi_p-2U_Tq\), and the capacitance is

\[
\frac{C_{gs}}{C_{OX}}=-2U_T\frac{\partial}{\partial V_S}\int_0^1q\,d\xi .
\]

The first derivation found the total charge and then differentiated it. Here the order is reversed: the change of charge is found at each point of the channel, and the changes are then added. The total charge itself is not needed.

### The charge-voltage relation from Boltzmann statistics

For nondegenerate electrons the density depends exponentially on the separation between potential and quasi-Fermi level. If the effective thickness of the layer is taken as constant at fixed \(V_G\), the sheet charge obeys

\[
q=A\,e^{(\psi-V)/U_T},
\]

where \(A\) does not depend on \(\psi\) or \(V\). Taking the logarithm and differentiating gives

\[
\frac{dq}{q}=\frac{d\psi-dV}{U_T}=-2\,dq-\frac{dV}{U_T},
\]

and therefore

\[
dV=-U_T\left(2+\frac1q\right)dq .
\]

Drift and diffusion have not been written separately. The current is taken directly in quasi-Fermi form, \(I=\mu W(-Q_i)\,dV/dx\). Inserting \(-Q_i\) and \(dV\) gives

\[
I=-2n\mu C_{ox}\frac WLU_T^2\,(2q+1)\frac{dq}{d\xi}
=-2n\mu C_{ox}\frac WLU_T^2\,\frac{dw}{d\xi},\qquad w=q^2+q .
\]

The last step uses \(dw=(2q+1)\,dq\). The transport problem, nonlinear in \(q\), is linear in \(w\).

The first derivation has given the capacitance formula, both in saturation and for a nonzero drain charge, and the second has so far shown that the transport problem is linear in \(w=q^2+q\). It remains to find the change of charge at each point and add the changes, and then to compare the two derivations' assumptions and set the example beside a real transistor.
